\section*{Why random bond angles pile up at 90 degrees}

\section{One bond held still}

Take an atom with two bonds. Hold the first pointing straight up, and let the second point anywhere, with equal probability for equal areas of the unit sphere around the atom. The bond angle $\theta$ is then the angle of the second bond from the vertical.

Compare two intervals of equal width, $0^\circ$ to $20^\circ$ and $80^\circ$ to $100^\circ$. To fall in the first, the second bond must hit a small cap around the north pole. To fall in the other, it may hit any point of a belt that runs round the equator. The cap covers 0.0302 of the sphere and the belt 0.1736, almost six times as much. A histogram of $\theta$ is therefore tall at $90^\circ$ and low near $0^\circ$, although the second bond has no preferred direction. The same holds near $180^\circ$, where the target is the cap around the south pole.

The difference matters for amorphous oxides such as the hafnium dioxide of a transistor gate stack. In a histogram of its O--Hf--O angles, a maximum near $90^\circ$ might be a sign of local order or only of the areas just compared. The model of independent, isotropic bonds separates the two.

\section{The sine law}

Angles are in radians in the formulas and in degrees where numbers are quoted. On a unit sphere, the points between $\theta$ and $\theta+d\theta$ form a ring. Its distance from the polar axis is $\sin\theta$, so its circumference is $2\pi\sin\theta$; its width is $d\theta$. The probability of hitting it is its area divided by the area $4\pi$ of the sphere:
\begin{equation}
P(\theta)\,d\theta=\frac{2\pi\sin\theta\,d\theta}{4\pi}
=\frac12\sin\theta\,d\theta ,\qquad 0\le\theta\le\pi .
\label{sine}
\end{equation}
The integral of $P$ is $\frac12[-\cos\theta]_0^\pi=1$, as it must be. The maximum is at $90^\circ$ because the equator is the longest ring.

Holding the first bond still was no restriction. Suppose that it too varies, independently of the second. For each direction it takes, we may use that direction as the polar axis, and the isotropic second bond gives (\ref{sine}) again. Averaging identical distributions changes nothing. Two conditions together are thus sufficient for the law: the two directions are independent, and at least one of them is isotropic.

Isotropy without independence is not sufficient. Consider a rigid octahedron of six bonds, turned at random as a whole. Each bond, taken alone, is isotropic. But a rotation $R$ preserves scalar products, $(R\mathbf u_1)\cdot(R\mathbf u_2)=\mathbf u_1\cdot\mathbf u_2$, so the angles remain at $90^\circ$ and $180^\circ$ however the unit is turned. ``Randomly oriented bonds'' must therefore mean bonds oriented independently of one another, not rigid groups in random orientations.

\section{What division by the sine does}

For any distribution of bond angles, define $g(\theta)$ by
\begin{equation}
P(\theta)=\frac12\sin\theta\;g(\theta),\qquad
g(\theta)=\frac{P(\theta)}{\frac12\sin\theta}.
\label{gdef}
\end{equation}
The factor $\frac12\sin\theta$ measures how much of the sphere is available at $\theta$. The factor $g$ says how densely that part is occupied, compared with independent isotropic bonds. For such bonds $g=1$ at every angle: the hump has gone.

A histogram has bins of finite width $\Delta$, and one may ask whether division by the sine at the bin centre $\theta_c$ is then only approximate. For independent bonds the expected share of a bin is
\begin{align}
p&=\int_{\theta_c-\Delta/2}^{\theta_c+\Delta/2}\frac12\sin\theta\,d\theta
=\frac12\left[\cos\!\left(\theta_c-\tfrac{\Delta}{2}\right)
-\cos\!\left(\theta_c+\tfrac{\Delta}{2}\right)\right]\nonumber\\
&=\sin\theta_c\,\sin\frac{\Delta}{2}.
\label{bin}
\end{align}
The last step uses $\cos(a\mp b)=\cos a\cos b\pm\sin a\sin b$: the cosine products cancel and the sine products add. Since $\sin(\Delta/2)$ is the same for all bins, dividing by $\sin\theta_c$ flattens the expected histogram exactly, however wide the bins are. To obtain the value 1 as well, divide the count $n$ by the total number of angles $M$ and by the full share:
\begin{equation}
g_{\rm bin}=\frac{n}{M\sin\theta_c\,\sin(\Delta/2)} .
\label{estimate}
\end{equation}
When $g$ varies inside a bin, the expected value of (\ref{estimate}) is the average of $g$ over the area of that ring. Detail finer than the bin is lost, but no sine weight between bins remains.

An equivalent remedy is to plot against $x=\cos\theta$. Since $|dx|=\sin\theta\,d\theta$, equation (\ref{sine}) becomes a constant density $\frac12$ for $-1\le x\le1$.

\section{The price: noise at the ends}

Let each atom have six independent isotropic bonds. There are $6\times5/2=15$ angles per atom, and a cell of 100 atoms gives $M=1500$. Many of these angles share a bond, so it is not obvious that the count in a bin fluctuates as if the angles were independent.

Take the angles $\theta_{12}$ and $\theta_{13}$, which share bond 1. For a given direction of bond 1, they depend on the separate, independent bonds 2 and 3, and each follows (\ref{sine}) whatever the direction of bond 1. Their joint distribution is the product of two sine laws: they are independent. Angles without a common bond are independent as well. Every two angles are thus independent, although three need not be: $\theta_{23}$ cannot exceed $\theta_{12}+\theta_{13}$.

For the variance of a count, pairs suffice. Let $I_k$ be 1 if angle $k$ lies in the bin and 0 otherwise, so that $n=\sum_k I_k$. Each $I_k$ has mean $p$ and, because $I_k^2=I_k$, variance $p-p^2$. All covariances vanish, and the variance of $n$ is $Mp(1-p)$. Dividing the standard deviation by the mean $Mp$ gives the relative error of $g_{\rm bin}$,
\begin{equation}
\epsilon=\frac{\sqrt{Mp(1-p)}}{Mp}=\sqrt{\frac{1-p}{Mp}} .
\label{noise}
\end{equation}
Over 4000 simulated cells, the ratio of the measured standard deviation to $\sqrt{Mp(1-p)}$ lay between 0.983 and 1.021 in the nine bins of width $20^\circ$.

In the bin at $90^\circ$ the expected count is $1500\times0.1736\approx260$, and $\epsilon\approx0.056$. In the bins at $10^\circ$ and $170^\circ$ it is $1500\times0.0302\approx45$, and $\epsilon\approx0.146$. One simulated cell had 275 angles in the central bin, its tallest, and 58 in the last. Its corrected values there are
\begin{equation}
\frac{275}{260.5}\approx1.06,\qquad \frac{58}{45.2}\approx1.28 .
\end{equation}
The second number looks like a preference for straight O--Hf--O arrangements. None was put in. The excess of 0.28 is about $0.28/0.146\approx1.9$ standard deviations. The same cell has $g=0.84$ at $130^\circ$, a deficit of about 2.5 standard deviations, which is also chance. With all 4000 cells together, $g$ lies between 0.9986 and 1.0031 in every bin.

Division by the sine thus removes a bias in the mean but cannot restore missing counts. Finer bins make the ends worse: the first bin has $\theta_c=\Delta/2$, hence $p=\sin^2(\Delta/2)$, and halving a small width cuts its expected count to little more than a quarter. Error bars from (\ref{noise}) belong on the corrected curve; for correlated bonds they should come from the scatter between independent atoms or cells.

\section{Peaks that the weight moves}

The sine factor also distorts real structure. At an interior maximum of the raw distribution the derivative of $\ln P$ vanishes. From (\ref{gdef}),
\begin{equation}
\frac{d\ln P}{d\theta}=\cot\theta+\frac{g'(\theta)}{g(\theta)}=0 .
\label{peak}
\end{equation}
A maximum of $g$, where $g'=0$, is therefore a maximum of $P$ only if $\cot\theta=0$, that is, at $90^\circ$.

\subsection*{A straight pair}

Suppose that two oxygens prefer to sit on opposite sides of a hafnium atom, with density per unit area of the sphere
\begin{equation}
g(\theta)\propto e^{-\kappa\cos\theta},\qquad \kappa>0 ,
\end{equation}
which is largest at $180^\circ$. Write $\theta=\pi-\delta$. For small $\delta$, $-\cos\theta=\cos\delta\approx1-\delta^2/2$, so $g\propto e^{-\kappa\delta^2/2}$, a Gaussian of width $1/\sqrt\kappa$ in $\delta$. Here $g'/g=\kappa\sin\theta$, and (\ref{peak}) becomes $\cot\theta+\kappa\sin\theta=0$. Multiplying by $\sin\theta$ and using $\cos\theta=-\cos\delta$, $\sin\theta=\sin\delta$,
\begin{equation}
\kappa\sin^2\delta=\cos\delta .
\end{equation}
With $c=\cos\delta$ this is $\kappa c^2+c-\kappa=0$. The root between 0 and 1 is
\begin{equation}
\cos\delta=\frac{-1+\sqrt{1+4\kappa^2}}{2\kappa}.
\end{equation}
For large $\kappa$ the angle is small and $\kappa\delta^2\approx1$: the raw peak is displaced from $180^\circ$ by about the width of the distribution itself.

For a width of $10^\circ$, $\kappa=1/(0.1745)^2\approx32.8$, and the formula puts the raw peak at $170.0^\circ$. In a sample of 45\,610 such angles, sorted into $4^\circ$ bins, the tallest raw bin was centred at $170^\circ$; after division by the sine, the tallest was the last one, centred at $178^\circ$.

Both readings are true, but they answer different questions. The most frequent angle is near $170^\circ$. The most densely occupied direction is straight opposite. At $180^\circ$ the ring has shrunk to a point, so the raw density is zero there whenever $g$ is finite. A raw histogram that falls to zero at $180^\circ$ is no evidence that straight bonds are avoided.

\subsection*{A peak at an intermediate angle}

Now let $g$ be a Gaussian with centre $\theta_0$ and width $\sigma$. Then $g'/g=-(\theta-\theta_0)/\sigma^2$, and (\ref{peak}) gives
\begin{equation}
\theta-\theta_0=\sigma^2\cot\theta .
\end{equation}
For a small shift $s=\theta-\theta_0$, expand $\cot\theta\approx\cot\theta_0-s/\sin^2\theta_0$ and collect the terms in $s$:
\begin{equation}
s\approx\frac{\sigma^2\cot\theta_0}{1+\sigma^2/\sin^2\theta_0}.
\label{shift}
\end{equation}
The sign of the cotangent moves the peak towards $90^\circ$ from either side. The shift vanishes for $\theta_0=90^\circ$ and for a very narrow peak.

Gate stacks often contain a thin silica layer under the hafnium dioxide, and its Si--O--Si angles are wide. With the round values $\theta_0=150^\circ$ and $\sigma=12^\circ=0.2094$, we have $\sigma^2=0.0439$, $\cot\theta_0=-1.732$ and $\sin^2\theta_0=0.25$, so
\begin{equation}
s\approx\frac{0.0439\times(-1.732)}{1+0.0439/0.25}
\approx-0.065\ \text{rad}\approx-3.7^\circ .
\end{equation}
Direct maximization gives $-3.8^\circ$, a raw peak at $146.2^\circ$. Two groups that report a peak angle for the same structure, one from $P$ and one from $g$, would differ by this amount.

\section{What remains when oxygens take up room}

Real ligands are not independent, because two oxygens cannot occupy the same place. Rough values for amorphous hafnium dioxide are a Hf--O length $r=0.21$ nm and a closest O--O distance $d=0.24$ nm. Two oxygens at distance $r$ from the hafnium are $2r\sin(\theta/2)$ apart, so the smallest angle obeys
\begin{equation}
\sin\frac{\theta_{\min}}2=\frac{d}{2r},\qquad \theta_{\min}\approx69.7^\circ .
\end{equation}
By (\ref{sine}), the fraction of independent pairs that would violate this is
\begin{equation}
\frac{1-\cos\theta_{\min}}2=\sin^2\frac{\theta_{\min}}2
=\left(\frac{0.24}{0.42}\right)^2\approx0.33 .
\end{equation}

It is tempting to suppose that contact merely cuts off the small angles and leaves $g$ flat above $\theta_{\min}$. For two bonds this is right. For six it is impossible here. The squared length of the sum of $N$ unit bond vectors cannot be negative:
\begin{equation}
0\le\Bigl|\sum_i\mathbf u_i\Bigr|^2=N+2\sum_{i<j}\cos\theta_{ij}.
\end{equation}
Hence $\sum_{i<j}\cos\theta_{ij}\ge-N/2$. Dividing by the number of pairs, $N(N-1)/2$, gives
\begin{equation}
\overline{\cos\theta}\ge-\frac1{N-1}=-0.2\quad\text{for }N=6 .
\end{equation}
A flat $g$ above contact has, with $x=\cos\theta$ and $c=\cos\theta_{\min}$,
\begin{equation}
\overline{\cos\theta}=\frac{\int_{-1}^{c}x\,dx}{\int_{-1}^{c}dx}
=\frac{(c^2-1)/2}{c+1}=\frac{c-1}{2}\approx-0.33 ,
\end{equation}
which breaks the bound. Crowding must therefore shape the distribution at the allowed angles too.

To see the shape, ten million shells of six independent directions were drawn, and only those in which all 15 pairs cleared contact were kept; 846 survived. Their mean cosine is $-0.18$, within the bound. The corrected values in the $20^\circ$ bins from $90^\circ$ to $170^\circ$ are
\begin{equation}
1.80,\quad 0.91,\quad 0.62,\quad 1.40,\quad 1.97 ,
\end{equation}
with standard errors between 0.02 and 0.06. The bin at $70^\circ$ has 1.69, but the part of its range below $69.7^\circ$ is empty. The allowed part of its area is $(0.347-0.174)/(0.500-0.174)\approx0.53$, where the numbers are the cosines of $69.7^\circ$, $80^\circ$ and $60^\circ$. The mean $g$ between contact and $80^\circ$ is thus $1.69/0.53\approx3.2$.

The raw histogram can mislead in two ways. Its tallest bin is at $90^\circ$, with 31\% of all angles, but only because contact empties about half of the bin at $70^\circ$. That bin holds 28\% of the angles in the $10.3^\circ$ left to it, or 2.7\% per degree, against 1.6\% per degree in the bin at $90^\circ$. The raw density is thus higher just above contact than around $90^\circ$, and narrower bins put the tallest one there. This is an effect of bin width, not of the sine. What the sine hides is the far end: the bin at $170^\circ$ holds 6\%, the least of any occupied bin, yet its corrected value is 1.97. Emptying the forbidden angles alone would raise a flat $g$ to $1/(1-0.33)\approx1.5$; the last bin lies above even that level. For these six oxygens the opposite side of the atom is densely occupied, and $g$ has its minimum between, near $130^\circ$. Contact is the only interaction in this model, so such features do not require directional bonding. Their size and place depend strongly on the inputs, however. For six oxygens the value in the last bin is about 1.3 with $d=0.22$ nm and about 4.5 with $d=0.26$ nm; for seven oxygens with $d=0.24$ nm it is about 0.7, so that the opposite side is depleted. The numbers above are not a prediction for hafnium dioxide.

\section{The model beside a real film}

The lengths used here are rough but typical for amorphous hafnium dioxide, and 2 nm is a realistic thickness for a gate film. Six oxygens per hafnium is a simplification: real films contain a mixture of coordination numbers, a spread of bond lengths and chemical forces, all left out. Independence fails throughout the film, because oxygens take up room. In the contact model with six oxygens and $d=0.24$ nm, the share of the $90^\circ$ bin rises from 17\% to 31\%; the removal of the small angles alone would take it to 26\%. The figure changes with the inputs, to about 21\% for seven oxygens, but it shows that a large share of angles near $90^\circ$ in a real film need not be all geometric bias. Division by the sine takes out the bias; what remains in $g$ may come from contact as well as from bonding.

Isotropy can fail as well, near the faces of the film. As a deliberately strong assumption, let an interface atom keep six independent bonds, but spread evenly over one half-space. Draw two isotropic bonds at angle $\theta$ and a random surface normal. Projected on the plane of the bonds, the normal must lie within $90^\circ$ of both, which leaves an arc $\pi-\theta$ out of $2\pi$. Without knowledge of $\theta$, the chance that both bonds lie in the half-space is $\frac12\times\frac12=\frac14$. The ratio of the two probabilities is the corrected distribution,
\begin{equation}
g_{\rm half}(\theta)=\frac{(\pi-\theta)/2\pi}{1/4}
=2\left(1-\frac{\theta}{\pi}\right).
\end{equation}
If a layer one bond length thick at each face behaves in this way, the fraction of such atoms is $f=2\times0.21/2.0=0.21$. Every atom has 15 angles, so $f$ is also their fraction of the angles, and for the whole film
\begin{equation}
g_{\rm film}=(1-f)+f\,g_{\rm half}
=1+f\left(1-\frac{2\theta}{\pi}\right).
\end{equation}
This falls from 1.19 at $10^\circ$ to 0.81 at $170^\circ$, and the raw peak moves from $90^\circ$ to about $83^\circ$. If an interface atom had only three bonds, it would contribute 3 angles instead of 15. Such atoms would then supply about 5\% of all angles, and the tilt would be about a quarter as large. Real interface atoms also bond to oxygens across the boundary, which weakens the assumption. The tilt survives division by the sine, as it should: it comes from where the bonds point, not from the size of the rings. The numerical output below lists the histograms for independent bonds and for the contact model.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Cell: 100 Hf, 6 bonds each, 1500 angles
Bin width 20 deg; cells sampled 4000
Independent bonds: centre(deg), share, expected count, one-cell count,
  g one cell, relative noise of g, g all cells
     10 0.0302   45.2   49 1.083 0.146 1.0008
     30 0.0868  130.2  131 1.006 0.084 0.9986
     50 0.1330  199.5  202 1.012 0.066 1.0009
     70 0.1632  244.8  222 0.907 0.058 0.9992
     90 0.1736  260.5  275 1.056 0.056 0.9991
    110 0.1632  244.8  248 1.013 0.058 1.0005
    130 0.1330  199.5  167 0.837 0.066 0.9989
    150 0.0868  130.2  148 1.136 0.084 1.0031
    170 0.0302   45.2   58 1.282 0.146 1.0022
Chi-square, six-bond atoms (8 dof): 10.31
Chi-square, one bond fixed (8 dof): 6.10
Measured/formula noise: 0.983 to 1.021
Straight pair: spread 10 deg, kappa 32.83
  raw peak from formula: 170.03 deg
  sampled angles 45610, bin width 4 deg
  tallest raw bin centre: 170 deg
  tallest corrected bin centre: 178 deg
Gaussian g: centre 150 deg, width 12 deg
  raw peak 146.24 deg, shift -3.76 deg
  linearised shift -3.70 deg
Hf-O length 0.21 nm, closest O-O 0.24 nm (rough)
Contact angle 69.70 deg
Independent pairs forbidden by contact: 0.3265
Six-oxygen shells: 10000000 tried, 846 allowed
With contact: centre(deg), raw share, g, standard error of g
     10 0.0000 0.000 0.000
     30 0.0000 0.000 0.000
     50 0.0000 0.000 0.000
     70 0.2760 1.691 0.017
     90 0.3121 1.798 0.023
    110 0.1488 0.912 0.016
    130 0.0823 0.618 0.022
    150 0.1215 1.400 0.023
    170 0.0593 1.968 0.064
Mean cosine: sampled shells -0.1822
  flat g above contact -0.3265, lower bound -0.2000
Half-space atoms: raw peak 63.76 deg
Film 2.0 nm, interface fraction 0.210
  film g at 10 deg 1.187, at 170 deg 0.813
  film raw peak 82.51 deg
\end{verbatim}
